# Interface States Can Follow a 1 MHz Capacitance Measurement

Take an MOS capacitor on n-type material with $N_D=10^{16}\ \mathrm{cm^{-3}}$ donors, biased at flat band, and consider one kind of interface state, whose energy coincides with the Fermi level. Half of these states are filled. An empty one captures an electron at the rate $\sigma v n_s$, where $\sigma$ is the capture cross section, $v$ the thermal speed and $n_s$ the electron density at the surface. At flat band $n_s=N_D$. With the round values $\sigma=10^{-15}\ \mathrm{cm^2}$ and $v=10^7\ \mathrm{cm/s}$ the rate is

$$\sigma vN_D=10^{-15}\times10^{7}\times10^{16}\ \mathrm{s^{-1}}=10^{8}\ \mathrm{s^{-1}},$$

which is one capture per 10 ns. In equilibrium captures and emissions balance, and since half of the states are full, a filled one also emits in 10 ns. Both processes drive the occupation back to equilibrium, so their rates add and the occupation relaxes in 5 ns.

Now apply a small signal at 1 MHz. Its period is 1000 ns, and the time that matters for a phase lag is $1/\omega=159$ ns. The occupation lags by about $5/159\approx0.03$ radian. These states follow the signal almost perfectly, and their charge is part of the measured capacitance.

## The belief and its appeal

The belief is that 1 MHz is a high frequency for interface states as such: they cannot change their charge during a cycle, so the 1 MHz curve shows the capacitance of the oxide and the semiconductor alone.

The belief has a sound core. Emission slows exponentially with the depth of a state below the band edge. In the model used here, when the surface Fermi level lies 0.40 eV below the conduction band, the states at that level need about 17 µs to emit, and at 1 MHz they are indeed nearly frozen. The error lies in carrying this conclusion along the whole curve. The bias decides which states are tested, and near flat band it selects shallow, fast ones.

The opposite shortcut, that every shallow state responds because it emits quickly, is also wrong. What is needed is the response of a state at any energy and any bias.

## The response of one state

Let $f$ be the probability that a state at energy $E$ is occupied. Exchange with the conduction band gives

$$\frac{df}{dt}=\sigma v n_s(1-f)-e f ,$$

with emission rate $e$. I assume Boltzmann statistics, so at equilibrium $n_0=N_c\exp[-(E_c-E_F)/kT]$, where $N_c$ is the effective density of states and $E_c$ is the band edge at the surface. The equilibrium occupation obeys $(1-f_0)/f_0=\exp[(E-E_F)/kT]$. Setting $df/dt=0$ yields

$$e=\sigma v n_0\frac{1-f_0}{f_0}=\sigma vN_c\,e^{-(E_c-E)/kT}.$$

The Fermi level has dropped out. The band edge and the state sit at the same place and move together when the surface potential changes, so $e$ stays constant during the signal. For a state at the Fermi level, $f_0=\tfrac12$ and the emission time is

$$\tau=\frac{1}{\sigma v n_0}.$$

Let $\psi$ be the band bending, positive when electrons are attracted to the surface and negative in depletion, and let $V_T=kT/q$. A small signal $\delta\psi\,e^{i\omega t}$ changes the electron density by $\delta n=n_0\,\delta\psi/V_T$, because the electrons in the band stay in equilibrium with the bulk. Insert $n_s=n_0+\delta n$ and $f=f_0+\delta f$, remove the equilibrium terms, and drop the product $\delta n\,\delta f$:

$$i\omega\,\delta f=\sigma v\,\delta n\,(1-f_0)-(\sigma v n_0+e)\,\delta f .$$

The sum in the last bracket simplifies with the expression for $e$:

$$\sigma v n_0+e=\sigma v n_0\left(1+\frac{1-f_0}{f_0}\right)=\frac{1}{\tau f_0}.$$

Moving this term to the left and multiplying by $\tau f_0$ gives

$$\delta f=\frac{f_0(1-f_0)}{1+i\omega\tau f_0}\,\frac{\delta\psi}{V_T}.$$

The denominator says whether the state is quick enough. The numerator says whether it has anything to do. It is largest, $\tfrac14$, at the Fermi level and falls exponentially within a few $kT$ on either side.

A state 0.15 eV below the band edge shows the difference. It emits in 1.1 ns, far faster than the signal. Yet if the surface Fermi level is 0.40 eV deep, the state is almost always empty, and its response is only $2.5\times10^{-4}$ of the largest possible value $\tfrac14$. Fast emission is therefore not sufficient. The state must also lie near the Fermi level.

## A continuous distribution

Now let the states be spread over energy, with a density $D$ per area and energy. Let $D$ and $\sigma$ be constant over several $kT$ around the Fermi level. With $D$ in $\mathrm{cm^{-2}\,eV^{-1}}$, the product $qD$ is numerically a capacitance in $\mathrm{F/cm^2}$, since one electronvolt corresponds to one volt of band bending.

Each captured electron adds the charge $-q$, so $\delta Q_{it}=-qD\int\delta f\,dE$. The gate carries the opposite charge, and the capacitance of the states is $C_{it}=-\delta Q_{it}/\delta\psi$:

$$C_{it}=qD\int\frac{f_0(1-f_0)}{1+ixf_0}\,\frac{dE}{kT},\qquad x=\omega\tau .$$

Differentiating the Fermi function gives $df_0/dE=-f_0(1-f_0)/kT$, so the occupation itself can serve as the integration variable. It runs from 1 far below the Fermi level to 0 far above it, and the minus sign reverses the limits:

$$C_{it}=qD\int_0^1\frac{df_0}{1+ixf_0}=qD\,\frac{\ln(1+ix)}{ix}.$$

With $\ln(1+ix)=\tfrac12\ln(1+x^2)+i\arctan x$, division by $ix$ separates the parts. The admittance is $i\omega C_{it}=G+i\omega C_p$, which means $C_{it}=C_p-iG/\omega$, and therefore

$$C_p=qD\,\frac{\arctan x}{x},\qquad \frac{G}{\omega}=qD\,\frac{\ln(1+x^2)}{2x}.$$

The states really end at the band edge, where $f_0$ is small but not zero. At flat band in this example it is about $3\times10^{-4}$ there, and $C_p$ is too large by at most that fraction of $qD$. This is negligible while $C_p$ is a sizeable part of $qD$, but the relative error grows with $x$, and the closed form fails once $1/x$ falls to the value of $f_0$ at the band edge. Direct integration in time of the nonlinear rate equation, with the states cut off at the band edge, agrees with both formulas to within $4\times10^{-4}$ of $qD$.

For slow signals, $x\ll1$, the expansions are $C_p\approx qD(1-x^2/3)$ and $G/\omega\approx qDx/2$. The capacitance is complete while the loss is small. A small conductance is therefore no proof that the states are silent. Nor is agreement between two curves taken at different frequencies: both frequencies may be too high for the states, or both may be low enough for them to follow.

For fast signals, $x\gg1$, $\arctan x\to\pi/2$ and $C_p\approx\pi qD/(2x)$. A single level at the Fermi energy, with $f_0=\tfrac12$, has an in-phase response proportional to $1/(1+x^2/4)$, which falls as $1/x^2$. The distribution falls more slowly because it contains states above the Fermi level with $f_0<1/x$. For these $xf_0<1$, so they still largely follow, and they occupy a fraction $1/x$ of the integration range. They supply $\arctan(1)/x=\pi/(4x)$, half of $C_p/qD$; the other half comes mostly from states with $f_0$ a few times $1/x$, which follow in part.

## Where 1 MHz is high enough

Writing $\tau$ in terms of the Fermi-level depth gives $x=(\omega/\sigma vN_c)\exp[(E_c-E_F)/kT]$. Solved for the depth,

$$E_c-E_F=kT\ln\frac{x\,\sigma vN_c}{\omega}.$$

I take 300 K, where $kT=0.02585$ eV, and $N_c=3\times10^{19}\ \mathrm{cm^{-3}}$. Then $\sigma vN_c=3\times10^{11}\ \mathrm{s^{-1}}$, while $\omega=6.28\times10^6\ \mathrm{s^{-1}}$. For $x=1$ the depth is

$$0.02585\times\ln(4.77\times10^4)=0.02585\times10.774=0.279\ \mathrm{eV}.$$

At this depth 79% of $qD$ is still present in the capacitance. If instead the emission time equals the signal period, then $x=2\pi$, the depth is 0.326 eV, and 22% remains. Comparing the emission time with the period thus marks no sharp boundary. To bring the remainder down to 5% requires $x=30.8$ and a depth of 0.367 eV.

Flat band lies at $E_c-E_F=kT\ln(N_c/N_D)=0.207$ eV, well on the responding side. There the criterion takes a simple form, because $n_0=N_D$:

$$x_{FB}=\frac{\omega}{\sigma vN_D}.$$

Heavier doping makes the states at flat band faster. Cooling does not freeze them unless it reduces $\sigma v$ or the ionization of the donors: the flat-band Fermi level moves closer to the band edge and selects shallower states.

The cross section matters as much as the frequency. For $\sigma=10^{-16}\ \mathrm{cm^2}$ the depth for $x=1$ shrinks to 0.219 eV, and for $10^{-17}\ \mathrm{cm^2}$ to 0.159 eV. In the last case $x_{FB}=6.28$, so the states at flat band are mostly, but not entirely, silent. No frequency can be called high without some knowledge of $\sigma$.

## What the meter sees

The states act in parallel with the semiconductor capacitance $C_s$. For uniform, fully ionized donors and no minority carriers, Poisson's equation for $u=\psi/V_T$ is

$$\frac{d^2u}{dz^2}=\frac{e^u-1}{L_D^2},\qquad L_D^2=\frac{\varepsilon_sV_T}{qN_D},$$

where $z$ points into the semiconductor. Multiplying by $du/dz$ and integrating from the bulk, where $u$ and its slope vanish, gives $(du/dz)^2=2(e^u-u-1)/L_D^2$. Gauss's law gives the semiconductor charge as $Q_s=\varepsilon_s\,d\psi/dz$ at the surface. For positive $\psi$ the potential falls inward and $Q_s$ is negative, as it should be for accumulated electrons. Hence

$$Q_s=-\operatorname{sgn}(u)\frac{\varepsilon_sV_T}{L_D}\sqrt{2(e^u-u-1)},$$

where $u$ now means its surface value. Differentiation yields

$$C_s=-\frac{dQ_s}{d\psi}=\frac{\varepsilon_s}{L_D}\,\frac{|e^u-1|}{\sqrt{2(e^u-u-1)}}.$$

As $u\to0$ the numerator tends to $|u|$ and the root also tends to $|u|$, so the flat-band value is $\varepsilon_s/L_D$. With relative permittivity 12, $L_D=41.4$ nm and $C_s=256.6\ \mathrm{nF/cm^2}$. A 10 nm oxide of relative permittivity 4 has $C_{ox}=354.2\ \mathrm{nF/cm^2}$, and $D=5\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ gives $qD=80.1\ \mathrm{nF/cm^2}$.

The oxide is in series with $C_s+C_{it}$. Write $A=C_{ox}+C_s+C_p$ and $B=G/\omega$. The complex total capacitance is

$$\frac{C_{ox}(C_s+C_{it})}{C_{ox}+C_s+C_{it}}=C_{ox}-\frac{C_{ox}^2}{A-iB},$$

and its real part is the measured parallel capacitance,

$$C_m=C_{ox}-\frac{C_{ox}^2A}{A^2+B^2}.$$

A correction for the oxide that uses $C_m$ alone returns

$$C_{ex}=\frac{C_{ox}C_m}{C_{ox}-C_m}=\frac{C_{ox}^2}{C_{ox}-C_m}-C_{ox}=\frac{A^2+B^2}{A}-C_{ox},$$

which is

$$C_{ex}=C_s+C_p+\frac{(G/\omega)^2}{C_{ox}+C_s+C_p}.$$

The belief would have $C_{ex}=C_s$. Both additional terms are positive; the second arises because the correction ignores the conductance.

At flat band $x=10/159.2=0.063$, $C_p=0.9987\,qD=80.0\ \mathrm{nF/cm^2}$, and the loss term is only about $0.01\ \mathrm{nF/cm^2}$. Thus $C_{ex}=336.6\ \mathrm{nF/cm^2}$, and

$$C_m=\frac{354.2\times336.6}{354.2+336.6}\ \mathrm{nF/cm^2}=172.6\ \mathrm{nF/cm^2}.$$

Frozen states would give $148.8\ \mathrm{nF/cm^2}$. The 1 MHz value is 16% above this, and within $0.03\ \mathrm{nF/cm^2}$ of the low-frequency limit. At this bias the supposed high-frequency curve is, for practical purposes, a low-frequency curve.

## Consequences for the extracted density

The high-low method subtracts the high-frequency capacitance from the low-frequency one, after both have been corrected for the oxide. At low frequency the corrected value is $C_s+qD$. If the high-frequency value is taken to be $C_s$, the difference is read as $qD_{app}$. With the actual $C_{ex}$,

$$\frac{D_{app}}{D}=1-\frac{C_p}{qD}-\frac{(G/\omega)^2}{qD\,(C_{ox}+C_s+C_p)}.$$

States that respond at both frequencies cancel from the difference. At 1 MHz the model gives:

| $E_c-E_F$ (eV) | $x$ | $C_p/qD$ | $D_{app}/D$ |
|---:|---:|---:|---:|
| 0.207 | 0.063 | 0.999 | 0.001 |
| 0.250 | 0.332 | 0.966 | 0.031 |
| 0.300 | 2.30 | 0.505 | 0.469 |
| 0.350 | 15.9 | 0.095 | 0.900 |
| 0.400 | 110 | 0.014 | 0.985 |

The row at 0.300 eV shows both corrections. Here $C_s=108.9$ and $C_p=40.5\ \mathrm{nF/cm^2}$, so $A=503.6\ \mathrm{nF/cm^2}$. The loss is $0.3998\,qD$, and the last term is $0.3998^2\times80.1/503.6=0.0254$. Subtracting it and 0.5053 from 1 gives 0.4693, which the table rounds to 0.469.

At flat band the method reports about $6\times10^{8}\ \mathrm{cm^{-2}\,eV^{-1}}$ where the true density is $5\times10^{11}$. The density is uniform by construction, yet the extracted one seems to vanish towards the majority band edge. Such a fall in measured data may belong to the method and not to the interface. For $\sigma=10^{-15}\ \mathrm{cm^2}$ and a laterally uniform surface potential, the error deeper than about 0.37 eV is near 5% of $D$ or less, and there the belief is a useful approximation for the high-low method. This depth grows by about 0.06 eV for each factor of ten in $\sigma$, and a lateral spread of the surface potential also pushes it deeper. The Terman method, treated next, is less forgiving.

Raising the frequency moves the boundary slowly, since the depth depends on its logarithm: a factor of ten gains $kT\ln10=0.06$ eV. At flat band $D_{app}/D$ is 0.10 at 10 MHz, 0.76 at 100 MHz and 0.97 at 1 GHz. These values describe the ideal model, without the series resistance and lead inductance of a real measurement.

## Consequences for the band bending

The Terman method uses the high-frequency curve differently. It reads the band bending from the capacitance, by solving $C_s(\psi_{app})=C_{ex}$, and then obtains the states from the stretching of the curve along the gate-voltage axis. Since $C_{ex}>C_s$ and $C_s$ grows from depletion towards accumulation, the assigned band bending is displaced towards accumulation.

At true flat band the equation is $C_s(\psi_{app})=336.6\ \mathrm{nF/cm^2}$, with solution $\psi_{app}=19.8$ mV instead of zero. To check it, take $u=19.8/25.85=0.766$: then $e^u-1=1.151$, the square root is 0.878, and $C_s=256.6\times1.151/0.878\approx336\ \mathrm{nF/cm^2}$. When the model frequency is raised to 100 GHz, so that the states really freeze, the false band bending falls below 0.01 mV. The response of the states is therefore its cause.

The displacement is not a constant offset. At $\psi=-93$ mV, the third row of the table, $C_{ex}=108.9+40.5+2.0=151.4\ \mathrm{nF/cm^2}$. The ideal $C_s$ has this value at $u=-1.876$, or $\psi_{app}=-48.5$ mV, so the displacement has grown to about 45 mV. Deeper in depletion the contribution of the states dies away, $C_{ex}$ approaches $C_s$, and the displacement shrinks. This variation alters the slope of gate voltage against band bending, from which the method obtains the density:

$$qD_T=C_{ox}\left(\frac{dV_G}{d\psi_{app}}-1\right)-C_s(\psi_{app}).$$

A small displacement can therefore do great harm if it changes quickly. At a Fermi-level depth of 0.40 eV it is only about 5 mV, but $\psi_{app}$ changes 1.16 times as fast as $\psi$. The true slope is $dV_G/d\psi=1+(71.3+80.1)/354.2=1.427$, and the apparent one is $1.427/1.16\approx1.23$. With $C_s(\psi_{app})=C_{ex}=72.5\ \mathrm{nF/cm^2}$, the method, evaluated with unrounded values, returns only about 12% of $D$, although $C_p$ is just 1.4% of $qD$ and the high-low method is nearly correct there.

The flat-band voltage suffers too. Someone who looks for the ideal flat-band capacitance of $148.8\ \mathrm{nF/cm^2}$ on the 1 MHz curve needs $C_{ex}=256.6\ \mathrm{nF/cm^2}$. At true flat band $C_{ex}$ is 336.6. At $\psi=-43$ mV, the second row of the table, it is $159.2+77.3+0.3=236.8\ \mathrm{nF/cm^2}$. The sought value is crossed between these two points, on the depletion side of true flat band.

## Silent states still shift the curve

Even where the states do not follow the signal, the curve is not free of their influence. The gate bias is swept slowly, and the states then have time to reach equilibrium at each bias point. When the Fermi level moves through a uniform density by $\Delta\psi$, the states gain the charge $-qD\,\Delta\psi$. The gate must supply the opposite charge, and the additional voltage across the oxide is

$$\Delta V_G=\frac{qD\,\Delta\psi}{C_{ox}}.$$

From flat band to a Fermi-level depth of 0.40 eV, $\Delta\psi=-0.193$ V, and $\Delta V_G=-80.1\times0.193/354.2\ \mathrm{V}=-44$ mV. The gate has to go 44 mV further negative than it would without states. This stretch-out is what the Terman method needs; a response to the signal is what it cannot tolerate. "High frequency" can promise the absence of the second, never the absence of the first.

## Range of validity

The results hold from flat band into depletion, for exchange with the majority band and a laterally uniform surface potential. In inversion, minority carriers must be included. Fluctuations of the surface potential spread $x$ over the area, and tunnelling into traps inside the oxide adds slower time constants. Strong variation of $D$ or $\sigma$ within a few $kT$ invalidates the closed integral, though not the single-state response from which it was built.

Within this range, the question to put to a 1 MHz curve is asked separately at each bias: how large is $\omega/(\sigma vn_s)$? In the example it grows from 0.06 at flat band to 110 at a depth of 0.40 eV, on one curve taken at one frequency. The numerical output below lists this ratio, as $x$, for the five biases of the table.

## Computed values

```
Temperature: 300 K; kT = 0.02585 eV
Nc = 3.0e+19 cm^-3; Nd = 1.0e+16 cm^-3
Relative permittivities: 12 (semiconductor), 4 (oxide)
Oxide thickness: 10 nm; D = 5.0e+11 cm^-2 eV^-1
sigma = 1e-15 cm^2; v = 1e+07 cm/s
Signal: f = 1 MHz; period = 1000 ns; 1/omega = 159.2 ns
Debye length: 41.41 nm
C_ox = 354.2, C_s at flat band = 256.6, qD = 80.1 nF/cm^2
Flat-band Fermi depth: 0.2070 eV
Emission time at that depth: 10.00 ns
Fermi depth limits at 1 MHz:
  omega*tau = 1: x = 1.000, depth = 0.2785 eV, C_p/qD = 0.7854
  emission time = period: x = 6.283, depth = 0.3260 eV, C_p/qD = 0.2249
  5% of qD left: x = 30.766, depth = 0.3671 eV, C_p/qD = 0.0500
Depth for omega*tau = 1 with other cross sections:
  sigma = 1e-16 cm^2: 0.2190 eV
  sigma = 1e-17 cm^2: 0.1595 eV
1 MHz table: depth (eV), psi (V), x, C_p/qD, G/(omega qD), C_s (nF/cm^2), D_app/D
  0.2070   0.0000    0.0628 0.9987 0.0314   256.6 0.0012
  0.2500  -0.0430    0.3318 0.9656 0.1574   159.2 0.0311
  0.3000  -0.0930    2.2953 0.5053 0.3998   108.9 0.4692
  0.3500  -0.1430   15.8781 0.0950 0.1743    84.9 0.8996
  0.4000  -0.1930  109.8406 0.0142 0.0428    71.3 0.9854
D_app/D at the 5% depth: 0.9477
Flat band, ideal model: f (MHz), x, C_p/qD, D_app/D
       1    0.0628 0.9987 0.0012
      10    0.6283 0.8928 0.0989
     100    6.2832 0.2249 0.7641
    1000   62.8319 0.0247 0.9747
Total capacitance at flat band (nF/cm^2):
  frozen states 148.80; at 1 MHz 172.59; low-frequency limit 172.61
False band bending at true flat band: 19.81 mV
Same with states frozen (100 GHz, model): 0.0061 mV
Shallow level 0.15 eV deep, Fermi depth 0.40 eV:
  emission time 1.103 ns; response/maximum 2.52e-04
Stretch-out, flat band to depth 0.40 eV: 43.66 mV
Largest deviation, time simulation vs formula: 3.8e-04
Largest deviation, D_app/D via circuit: 3.8e-04
Largest relative deviation, Poisson C_s: 1.3e-05
```
